Zone-centre hole ground doublet of a cylindrical germanium wire

**1. A weakly split band**

A hole in a hard-wall cylinder of radius R has, for a simple parabolic band with kinetic energy (γ1/2)k², the lowest wave function J0(j01 r). Here lengths are in units of R, energies in units of ħ²/(m0R²), m0 is the free-electron mass, and j_np is the p-th positive zero of the Bessel function J_n, written without a comma. At zero wave number along the wire, kz = 0, the energy is (γ1/2)j01².

The top of the valence band of germanium carries a band angular momentum J = 3/2, so this level is fourfold, with Jz = ±3/2 and ±1/2. The spherical Luttinger Hamiltonian adds a coupling γs between the motion and J. With hole energy counted positive into the valence band,

H = (γ1/2 + 5γs/4)k² − γs(k·J)², 0 < γs < γ1/2. (1)

The upper limit on γs keeps all bulk hole energies positive. To see what the coupling does, put k± = kx ± iky and J± = Jx ± iJy. At kz = 0,

k·J = (k−J+ + k+J−)/2,

(k·J)² = ¼[k−²J+² + k+²J−² + k²(J+J− + J−J+)].

Since J+J− + J−J+ = 2(J² − Jz²) = 2(15/4 − m²) for Jz = m, the part diagonal in m is k²(15/4 − m²)/2. This equals 3k²/4 for m = ±3/2 and 7k²/4 for m = ±1/2. The diagonal kinetic energies are therefore

m = ±3/2: (γ1/2 + 5γs/4 − 3γs/4)k² = ½(γ1 + γs)k²,

m = ±1/2: (γ1/2 + 5γs/4 − 7γs/4)k² = ½(γ1 − γs)k². (2)

The terms with k±² change the orbital angular momentum by two and have no matrix element within the level with Lz = 0. To first order in γs the level thus splits into ½(γ1 ± γs)j01², and the lower pair has Lz = 0, Jz = ±1/2. Its total axial angular momentum Fz = Lz + Jz is ±1/2.

In germanium γs is not small, and Jz is no longer conserved. The question is whether |Fz| = 1/2 survives.

**2. Conservation law and algorithm**

In k·J the product k−J+ lowers Lz by one and raises Jz by one, k+J− does the reverse, and kzJz changes neither. Hence Fz commutes with H, and the round wall preserves it. For Fz = M the wave function is

ψ = exp(ikz z) Σ_m exp[i(M−m)φ] f_m(r)|m⟩, f_m(1) = 0. (3)

For functions that vanish at the wall, one factor k·J may be moved to the left by partial integration without a boundary term:

⟨χ|H|ψ⟩ = (γ1/2 + 5γs/4)⟨kχ|kψ⟩ − γs⟨(k·J)χ|(k·J)ψ⟩. (4)

This form needs first derivatives only. With n = M − m they are

k−[f exp(inφ)] = −i(f′ + nf/r) exp[i(n−1)φ],

k+[f exp(inφ)] = −i(f′ − nf/r) exp[i(n+1)φ]. (5)

Each f_m is expanded in

b_p(r) = r^|n| (1 − r²) P_p^(2,|n|)(2r² − 1), p = 0, …, N−1, (6)

where P_p^(α,β) is a Jacobi polynomial. The first factor gives the correct behaviour on the axis and the second enforces the wall. With u = 2r² − 1 one has r dr = du/4, and the overlap becomes

∫ b_p b_q r dr = 2^−(|n|+4) ∫ (1−u)²(1+u)^|n| P_p P_q du. (7)

This is the orthogonality integral of these polynomials, so the overlap matrix S is diagonal. The steps for each M are:

1. Tabulate the functions (6) and the derivatives (5) at Gauss–Legendre nodes on 0 < r < 1.
2. Form k·J acting on every basis function, using the 4×4 matrices of J.
3. Sum the products in (4) with weight r to obtain the matrix H.
4. Solve Hc = ESc and keep the lowest energies.

**3. Error of the algorithm**

With N = 14 and |M| ≤ 9/2, the largest |n| is 6. A basis function has degree at most 6 + 2 + 26 = 34, and an overlap integrand, including the weight r, at most 69. Gauss quadrature with 80 nodes is exact through degree 159. Apart from rounding, the only error is the truncation of the basis.

Let ψ be a normalized eigenfunction with energy E, and let ψ + δ be a trial function. Because (H − E)ψ = 0, all terms linear in δ vanish in the Rayleigh quotient E_trial:

E_trial − E = ⟨δ|H − E|δ⟩/⟨ψ+δ|ψ+δ⟩. (8)

The energy error is of second order in the wave-function error, and for the lowest state of a sector it cannot be negative. The next section shows that at kz = 0 the components f_m are sums of Bessel functions. Divided by r^|n|(1 − r²), each is a power series in r² that converges for every r, so its polynomial approximation converges faster than any fixed geometric rate. A potential step inside the domain would destroy this smoothness and slow the convergence.

**4. Solution at the zone centre**

At kz = 0, H changes m by 0 or ±2. The pairs {3/2, −1/2} and {−3/2, 1/2} separate, and time reversal maps one onto the other with M → −M. It is enough to solve the first pair. From J+|−1/2⟩ = 2|1/2⟩ and J+|1/2⟩ = √3|3/2⟩, its off-diagonal element is

−(γs/4)(2√3)k−² = −(√3/2)γs k−².

Let l = M − 3/2 be the orbital number of m = 3/2; that of m = −1/2 is l + 2. Inserting f = J_n(κr) in (5) gives

k−: J_n → −iκJ_(n−1), k+: J_n → +iκJ_(n+1),

so both k−² and k+² produce the factor −κ². For the trial pair (aJ_l(κr), bJ_(l+2)(κr)) the Hamiltonian becomes the matrix

κ² × [ ½(γ1+γs), (√3/2)γs ; (√3/2)γs, ½(γ1−γs) ].

Its eigenvalues are A_h κ² and A_l κ², with

A_h = γ1/2 − γs, A_l = γ1/2 + γs. (9)

For the heavy solution the first row reads (3γs/2)a + (√3γs/2)b = 0, hence b = −√3a. For the light one it reads −(γs/2)a + (√3γs/2)b = 0, hence a = √3b. At energy E = A_h x² the heavy wave number is x and the light one is νx, where ν = √(A_h/A_l) < 1. The two solutions regular on the axis are combined with amplitudes α and β, and both components must vanish at r = 1:

αJ_l(x) + √3βJ_l(νx) = 0,

−√3αJ_(l+2)(x) + βJ_(l+2)(νx) = 0.

The determinant gives

J_l(x)J_(l+2)(νx) + 3J_(l+2)(x)J_l(νx) = 0. (10)

With J_(−n) = (−1)^n J_n, two cases belong to |M| = 1/2.

For M = 1/2, l = −1, equation (10) is −4J1(x)J1(νx) = 0. The lowest root is x = j11. It is purely heavy, because its two components are proportional to the same J1 and vanish together.

For M = −1/2, l = −2, the condition is

G(x) = J2(x)J0(νx) + 3J0(x)J2(νx) = 0. (11)

This is the mixed level, which contains both heavy and light waves.

**5. Why |Fz| = 1/2 is lowest**

For real k the eigenvalues of (k·J)² are 9k²/4 and k²/4, so the bulk energies from (1) are at least A_h k². A function vanishing at the wall can be continued by zero outside and Fourier transformed. Therefore ⟨H⟩ ≥ A_h⟨k²⟩ also holds in the wire. A component with orbital number n has ⟨k²⟩ ≥ j_|n|1² times its weight. All sectors can now be compared with the purely heavy level x = j11.

If |l| and |l+2| are both at least 2, then x ≥ j21 > j11, and the level is higher.

For l = 1 and l = −3 the orbital pairs are (1, 3) and (−3, −1), so x ≥ j11. Equality would require all the weight in the component with |n| = 1. By (2) its kinetic coefficient would be ½(γ1+γs) or ½(γ1−γs), and both exceed A_h. These levels are strictly higher.

The remaining competitor is l = 0, M = 3/2, with the condition

Q(x) = J0(x)J2(νx) + 3J2(x)J0(νx) = 0. (12)

Let x* be its lowest root. If x* > j11, the purely heavy level is lower. If x* ≤ j11, note first that Q > 0 for 0 < x ≤ j01, so x* > j01. Then J0(x*) < 0, while J2(x*) and J2(νx*) are positive, and (12) forces J0(νx*) > 0. Substituting J0(x*)J2(νx*) = −3J2(x*)J0(νx*) into (11) gives

G(x*) = (1 − 9)J2(x*)J0(νx*) = −8J2(x*)J0(νx*) < 0. (13)

Near x = 0, G ≈ (x²/8)(1 + 3ν²) > 0. Hence G has a root below x*, and the mixed |M| = 1/2 level is lower. The lowest level has |Fz| = 1/2 for every 0 < γs < γ1/2 in this model.

A case far from germanium shows the second alternative. For ν = 0.8, bracketing the roots numerically gives x* = 2.864 and G(x*) = −0.232, and the mixed root lies at 2.566.

**6. Which of the two doublets is the ground state**

For 0 < x ≤ j01 the factors in (11) are positive, apart from J0(x) = 0 at x = j01, so G > 0 and no root lies there. For j01 < x < j11, write (11) as

3J2(νx)/J0(νx) = −J2(x)/J0(x) = 1 + 2J1(x)/(x|J0(x)|), (14)

using J0 + J2 = 2J1/x. The right side falls from infinity to 1 on this interval, because J1 falls while x and |J0| rise. The left side rises as long as νx < j01. A root below j11 therefore exists if the left side exceeds 1 before or at x = j11. The limiting case is

J0(y) = 3J2(y), y = νj11. (15)

Below j01, J0 falls and J2 rises, so this has one solution there. Numerically y = 1.3566, which gives ν = 1.3566/3.8317 = 0.3540. From ν² = (1−2g)/(1+2g) with g = γs/γ1,

g = (1 − ν²)/[2(1 + ν²)] = 0.3886.

For smaller g the ground doublet is mixed, as in the opening case. For larger g it is purely heavy. At the crossing the ground level is fourfold, but every state in it can still be built from Fz = ±1/2.

The two doublets differ in character. For Fz = +1/2 the mixed state has components (Lz, Jz) = (0, 1/2) and (2, −3/2). The purely heavy state has (−1, 3/2) and (1, −1/2) with weights 1/4 and 3/4. Its mean Jz is 3/8 − 3/8 = 0, so its angular momentum is carried on average by the orbital motion. The mixed doublet is even and the heavy one odd under orbital inversion.

**7. A germanium wire of 10 nm radius**

As rough inputs for germanium, take γ1 = 13.4, γ2 = 4.2 and γ3 = 5.7. The spherical average is

γs = (2×4.2 + 3×5.7)/5 = 5.10,

so A_h = 6.70 − 5.10 = 1.60, A_l = 11.80 and ν = 0.3682. For R = 10 nm the energy unit is 0.7620 meV.

The lowest root of (11) is x = 3.743391, and

E = 1.60 × 3.743391² = 22.42076 units = 17.08 meV (6.28×10⁻⁴ hartree).

The algorithm of section 2 with N = 14 gives 22.42076 units as well, so its truncation error does not reach the last digit shown. The purely heavy doublet lies at 1.60 × 3.831706² units, or 17.90 meV. The lowest energies by sector are:

|Fz| = 1/2: 17.08 meV
|Fz| = 3/2: 29.96 meV
|Fz| = 5/2: 48.41 meV
|Fz| = 7/2: 69.09 meV
|Fz| = 9/2: 92.69 meV

The ground state with Fz = +1/2 has weight 0.982 in Jz = +1/2 and 0.018 in Jz = −3/2. Thus ⟨Jz⟩ = 0.491 − 0.027 = 0.464 and ⟨Lz⟩ = 2 × 0.018 = 0.036, which add to 1/2.

A second solution need not assume angular-momentum sectors. In the basis (1−x²−y²)P_a(x)P_b(y), where x and y are now coordinates, P are Legendre polynomials and a + b ≤ 12, each of the four band components has 91 functions. The lowest doublet again lies at 17.08 meV. A numerical eigenvector may be any mixture of the two partners, so its own mean Fz is not informative. The 2×2 matrix of Fz within the doublet must be diagonalized; its eigenvalues are −0.500000 and +0.500000.

**8. Sensitivity to the input**

The digits of x say little about the accuracy of the model. For the purely heavy doublet E = (γ1/2 − γs)j11², and at fixed R

δE/E = (γ1/2A_h)(δγ1/γ1) − (γs/A_h)(δγs/γs) = 4.2 δγ1/γ1 − 3.2 δγs/γs. (16)

For this doublet the subtraction 6.70 − 5.10 magnifies a one-percent error in either parameter three to four times. The mixed ground level is less sensitive: varying the parameters numerically gives factors of 2.0 for γ1 and −1.0 for γs. When γs grows, the fall of A_h is partly offset by a rise of the root x of (11).

The order of the doublets is more delicate. Their gap is 0.82 meV, about 5% of either energy. At fixed γ1 they cross when γs reaches 0.3886 × 13.4 = 5.21, only 2% above the value used. The value |Fz| = 1/2 does not share this sensitivity, since both doublets have it. At kz = 0 the next sector is 12.9 meV above the ground level.

**9. Away from the zone centre**

The zone-centre ground state is not the minimum of its band. For kz ≠ 0, with K = (k−J+ + k+J−)/2,

H(kz) = H(0) − γs kz(KJz + JzK) + kz²(γ1/2 + 5γs/4 − γsJz²). (17)

The last bracket is A_l for Jz = ±1/2 and A_h for Jz = ±3/2, both positive. A fall in energy can therefore come only from the linear term. That term changes orbital parity, so it has no mean value in the ground doublet, but it couples it to odd states such as the nearby heavy doublet.

Minimizing the lowest |Fz| = 1/2 energy numerically over 0 ≤ kzR ≤ 1.5 gives a minimum at kz = 0.051 nm⁻¹, 1.03 meV below the zone centre. Higher sectors also dip away from the zone centre. The lowest |Fz| = 3/2 subband falls from 29.96 meV to about 23.3 meV near kz = 0.2 nm⁻¹, still about 7 meV above the |Fz| = 1/2 minimum.

**10. The model beside a real wire**

A radius of 10 nm is within the range of germanium nanowires. The following changes are relative to 17.08 meV at kz = 0, with one assumption altered at a time.

*Cubic anisotropy.* The crystal replaces γs(k·J)² by γ2Σk_i²J_i² + γ3Σ_(i<j)k_ik_j(J_iJ_j + J_jJ_i), and 5γs/4 by 5γ2/4, with i and j along the cube axes. Fz is then not conserved; the value quoted is the positive eigenvalue of Fz within the lowest doublet. The Cartesian basis of section 7 gives:

[001] axis: 19.16 meV, even, Fz 0.498, gap 2.30 meV
[110] axis: 16.03 meV, odd, Fz 0.438, gap 0.03 meV
[111] axis: 14.94 meV, odd, Fz 0.487, gap 0.58 meV

The energy moves by −13% to +12%. For [110] and [111] the odd doublet has become the lower one in this four-band model. That order is not robust: if the split-off band described next is included together with the cubic anisotropy, the even doublet is lowest again for [110], by about 0.4 meV. For [111] the two doublets lie within 0.1 meV of each other. Changing the inputs to γ1 = 13.38, γ2 = 4.24, γ3 = 5.69 and a splitting of 0.296 eV reverses their order, so it is not decided at this accuracy.

*Split-off band.* A six-band calculation with a rough spin-orbit splitting of 0.29 eV lowers the ground level to 16.36 meV, or by 4%. The heavy doublet stays at 17.90 meV, because bulk heavy holes have angular momentum ±3/2 along k, which the split-off band cannot supply. The doublet gap grows to 1.54 meV.

*Finite barrier.* A rough barrier of 0.5 eV outside R, with the same band parameters on both sides and a hard wall at 1.6R, gives 13.33 meV, a reduction of 22%. This is larger than the changes found above for cubic anisotropy and the split-off band. The odd doublet falls less, to 16.25 meV, so the doublet gap widens to 2.9 meV; the near-degeneracy of section 8 is a feature of the hard wall. In this calculation and the six-band one, |Fz| = 1/2 remains lowest among the sectors up to 9/2.

*Strain.* Axial strain separates Jz = ±3/2 from ±1/2. If it lowers the hole energy of ±3/2, the ground sector of the spherical model changes to |Fz| = 3/2 at a splitting of about 29 meV. With the cubic anisotropy of a [001] wire the change comes earlier, at about 22 meV. For a rough deformation potential of 2.5 eV, the latter corresponds to a difference between axial and transverse strain of

22 meV/(2 × 2500 meV) = 0.4%.

Including the split-off band raises the [001] threshold to about 25.5 meV, or 0.5%. Strain of this size is realistic in a wire with a lattice-mismatched shell, so its sign must be known before the unstrained result is applied.

*Temperature.* In the unstrained hard-wall models, holes at low temperature collect at a band minimum away from kz = 0. Its depth depends on the model: 1.03 meV in section 9, about 0.5 meV with the split-off band, and roughly 0.6 to 1.5 meV with cubic anisotropy. In the spherical model the second |Fz| = 1/2 subband has its minimum at kz = 0, in the heavy doublet. This lies about 1.8 meV above the minimum of the first subband, which is the thermal energy at about 21 K. Well above that temperature both subbands are occupied. The |Fz| = 3/2 subband, whose minimum lies about 7 meV (about 85 K) above the lowest one, fills well below room temperature.

Electric fields, interaction between holes and surface roughness are left out of these estimates.
